# Spin-orbit constant of highest-spin terms and Hund's third rule: a numerical check

```python
# Result under test: in an l^N shell with H = zeta * sum_i l_i.s_i, projection on
# the terms of highest spin S gives H -> A L.S, with A = +zeta/(2S) below half
# filling and A = -zeta/(2S) above; at half filling the projection vanishes.
# Consequence: lowest J is |L-S| below half filling and L+S above it.
# Symbols: l orbital quantum number, N electrons, L and S total orbital and spin
# angular momentum (units of hbar), J total angular momentum, zeta > 0.
# F2, F4 are the Slater integrals of the d shell. Energies are in cm^-1.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from sympy.physics.wigner import wigner_3j


def one_electron(l):
    """Matrices lz, l+, sz, s+, l.s; index = spin*(2l+1) + (l-m), spin up first."""
    m = np.arange(l, -l - 1, -1)
    raise_l = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    lz = np.kron(np.eye(2), np.diag(m.astype(float)))
    lp = np.kron(np.eye(2), raise_l)
    sz = np.kron(np.diag([0.5, -0.5]), np.eye(2 * l + 1))
    sp = np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(2 * l + 1))
    return lz, lp, sz, sp, lz @ sz + 0.5 * (lp @ sp.T + lp.T @ sp)


def determinants(l, n):
    return [sum(1 << i for i in c) for c in combinations(range(4 * l + 2), n)]


def many_body(t, dets):
    """Matrix of sum_ab t_ab a+_a a_b between Slater determinants."""
    index = {d: i for i, d in enumerate(dets)}
    rows, cols, vals = [], [], []
    for a, b in np.argwhere(np.abs(t) > 1e-14).tolist():
        for j, d in enumerate(dets):
            if not (d >> b) & 1:
                continue
            rest = d ^ (1 << b)
            if (rest >> a) & 1:
                continue
            swaps = ((d & ((1 << b) - 1)).bit_count()
                     + (rest & ((1 << a) - 1)).bit_count())
            rows.append(index[rest | (1 << a)])
            cols.append(j)
            vals.append(float(t[a, b]) * (-1) ** swaps)
    return coo_matrix((vals, (rows, cols)), shape=(len(dets),) * 2).tocsr()


def j_from_square(x):
    return 0.5 * (-1 + np.sqrt(1 + 4 * x))


# --- Spin average: in the symmetric spin space each s_i acts as S/N -----------
n_spin = 3
sz1, sp1 = np.diag([0.5, -0.5]), np.array([[0.0, 1.0], [0.0, 0.0]])


def on_site(op, i):
    out = np.eye(1)
    for k in range(n_spin):
        out = np.kron(out, op if k == i else np.eye(2))
    return out


Sz3 = sum(on_site(sz1, i) for i in range(n_spin))
Sp3 = sum(on_site(sp1, i) for i in range(n_spin))
w, v = np.linalg.eigh(Sp3.T @ Sp3 + Sz3 @ Sz3 + Sz3)
top = v[:, np.abs(w - 3.75) < 1e-9]
P = top @ top.T
spin_err = max(np.abs(P @ on_site(o, i) @ P - P @ tot @ P / n_spin).max()
               for o, tot in ((sz1, Sz3), (sp1, Sp3)) for i in range(n_spin))
assert top.shape[1] == 4 and spin_err < 1e-12

# --- Hole map in the full Fock space of the p shell ---------------------------
n_orb = 6
annih = []
for i in range(n_orb):
    op = np.eye(1)
    for k in range(n_orb):
        f = np.diag([1.0, -1.0]) if k < i else (sp1 if k == i else np.eye(2))
        op = np.kron(op, f)
    annih.append(op)
# time reversal: |m,up> -> (-1)^m |-m,down>, |m,down> -> -(-1)^m |-m,up>
phase = [(-1) ** (1 - i % 3) * (1 if i < 3 else -1) for i in range(n_orb)]
hole_create = [phase[i] * annih[n_orb - 1 - i] for i in range(n_orb)]


def fock(t, create):
    return sum(t[a, b] * create[a] @ create[b].T
               for a in range(n_orb) for b in range(n_orb) if t[a, b] != 0)


electron_create = [a.T for a in annih]
hole_err = 0.0
for t, sign in zip(one_electron(1), (1, 1, 1, 1, -1)):
    diff = fock(t, electron_create) - sign * fock(t, hole_create)
    hole_err = max(hole_err, np.abs(diff).max())
assert hole_err < 1e-12

# --- Projected spin-orbit operator for every open p, d and f filling ----------
worst, cases, d_table = 0.0, 0, []
for l in (1, 2, 3):
    half = 2 * l + 1
    for n in range(1, 4 * l + 2):
        dets = determinants(l, n)
        Lz, Lp, Sz, Sp, H = (many_body(t, dets) for t in one_electron(l))
        LS = Lz @ Sz + 0.5 * (Lp @ Sp.T + Lp.T @ Sp)
        L2 = Lp.T @ Lp + Lz @ Lz + Lz
        ms = Sz.diagonal()
        S = ms.max()
        start = np.flatnonzero(np.abs(ms - S) < 1e-9)
        L = Lz.diagonal()[start].max()
        block = np.zeros((len(dets), len(start)))
        block[start, np.arange(len(start))] = 1.0
        blocks = [block]
        for k in range(int(round(2 * S))):
            M = S - k
            block = (Sp.T @ block) / np.sqrt((S + M) * (S - M + 1))
            blocks.append(block)
        B = np.hstack(blocks)
        assert np.abs(B.T @ B - np.eye(B.shape[1])).max() < 1e-10
        h, ls, l2 = (B.T @ (X @ B) for X in (H, LS, L2))
        if n == half:
            assert max(np.abs(h).max(), np.abs(l2).max()) < 1e-10
            A = None
        else:
            A = np.sum(h * ls) / np.sum(ls * ls)
            expected = (1 if n < half else -1) / (2 * S)
            err = np.abs(h - expected * ls).max()
            worst = max(worst, err)
            assert err < 1e-10 and abs(A - expected) < 1e-10
            cases += 1
        # levels of the term with the largest L
        w, v = np.linalg.eigh(l2)
        term = v[:, np.abs(w - L * (L + 1)) < 1e-7]
        assert term.shape[1] == round((2 * L + 1) * (2 * S + 1))
        e, u = np.linalg.eigh(term.T @ h @ term)
        low = term @ u[:, 0]
        J_low = j_from_square(L * (L + 1) + S * (S + 1) + 2 * low @ ls @ low)
        J_rule = abs(L - S) if n <= half else L + S
        assert abs(J_low - J_rule) < 1e-7
        if A is not None:
            J_all = np.arange(abs(L - S), L + S + 0.5)
            law = [0.5 * expected * (J * (J + 1) - L * (L + 1) - S * (S + 1))
                   for J in J_all for _ in range(int(round(2 * J + 1)))]
            assert np.allclose(np.sort(law), e, atol=1e-9)
        if l == 2:
            d_table.append((n, S, L, A, J_low))

print(f"Spin average, largest deviation: {spin_err:.0e}")
print(f"Hole map, largest deviation: {hole_err:.0e}")
print(f"Fillings tested with A defined (p, d, f): {cases}")
print(f"Largest matrix deviation from A L.S: {worst:.0e} zeta")
print("d shell, highest-spin term of largest L:")
for n, S, L, A, J in d_table:
    a_text = "undefined" if A is None else f"{A:+.4f}"
    print(f"  N={n}  S={S:.1f}  L={L:.0f}  A/zeta={a_text}  lowest J={J:.1f}")

# --- Lower-spin terms of d^3 do not obey the formula --------------------------
dets3 = determinants(2, 3)
Lz, Lp, Sz, Sp, H = (many_body(t, dets3).toarray() for t in one_electron(2))
L2, S2 = Lp.T @ Lp + Lz @ Lz + Lz, Sp.T @ Sp + Sz @ Sz + Sz
unit = np.eye(len(dets3))
doublet = {}
for name, L in (("2H", 5), ("2G", 4), ("2F", 3)):
    parts = (L2 - L * (L + 1) * unit, S2 - 0.75 * unit, Lz - L * unit, Sz - 0.5 * unit)
    w, v = np.linalg.eigh(sum(x @ x for x in parts))
    assert abs(w[0]) < 1e-8 and w[1] > 1e-3
    doublet[name] = v[:, 0] @ H @ v[:, 0] / (L * 0.5)
    print(f"d^3 doublet {name}: A/zeta = {doublet[name]:+.4f}")


def diagonal_sum(ML):
    """Sum of m*sigma over d^3 determinants with given M_L and M_S = 1/2."""
    total = 0.0
    for a, b in combinations(range(-2, 3), 2):
        c = ML - a - b
        if abs(c) <= 2:
            total += 0.5 * (a + b - c)
    return total


sum5, sum4, sum3 = (diagonal_sum(M) for M in (5, 4, 3))
A_H = sum5 / 2.5
A_G = (sum4 - 2 * A_H) / 2
A_F = (sum3 - 1.5 * (A_H + A_G + 1 / 3)) / 1.5
assert np.allclose([A_H, A_G, A_F], [doublet[k] for k in ("2H", "2G", "2F")])
assert doublet["2F"] < 0 and all(abs(x - 1) > 0.1 for x in doublet.values())
print(f"d^3 diagonal sums, M_L=5,4,3: {sum5:.1f}, {sum4:.1f}, {sum3:.1f} zeta")

# --- Worked example: 3F of d^2 and d^8 with full Coulomb interaction ----------
F2, F4, zeta = 70000.0, 45000.0, 200.0
tensors = []
for k, F in ((2, F2), (4, F4)):
    reduced = 5 * float(wigner_3j(2, k, 2, 0, 0, 0))
    for q in range(-k, k + 1):
        c = np.zeros((5, 5))
        for m in range(-2, 3):
            if abs(m - q) <= 2:
                c[2 - m, 2 - m + q] = ((-1) ** m * reduced
                                       * float(wigner_3j(2, k, 2, -m, q, m - q)))
        tensors.append((F, np.kron(np.eye(2), c)))


def shell(n):
    """Coulomb matrix (up to a constant), l.s sum, and J^2 for d^n."""
    dets = determinants(2, n)
    coulomb = np.zeros((len(dets),) * 2)
    for F, c in tensors:
        C = many_body(c, dets).toarray()
        coulomb += 0.5 * F * C.T @ C
    lz, lp, sz, sp, so = one_electron(2)
    Jz, Jp = (many_body(t, dets).toarray() for t in (lz + sz, lp + sp))
    return coulomb, many_body(so, dets).toarray(), Jp.T @ Jp + Jz @ Jz + Jz


def triplet_levels(mats, z):
    """Mean energy for each J among the 21 lowest states, from the bare 3F level."""
    coulomb, so, J2 = mats
    zero = np.linalg.eigvalsh(coulomb)[0]
    e, v = np.linalg.eigh(coulomb + z * so)
    groups = {}
    for i in range(21):
        J = int(round(j_from_square(v[:, i] @ J2 @ v[:, i])))
        groups.setdefault(J, []).append(e[i] - zero)
    assert {J: len(x) for J, x in groups.items()} == {2: 5, 3: 7, 4: 9}
    return {J: float(np.mean(x)) for J, x in groups.items()}


print(f"Model: F2={F2:.0f}, F4={F4:.0f}, zeta={zeta:.0f} cm^-1")
to_meV = 100 * constants.h * constants.c / constants.e * 1000
for n in (2, 8):
    mats = shell(n)
    bare = np.linalg.eigvalsh(mats[0])
    gaps = bare - bare[0]
    assert gaps[20] < 1e-6 and gaps[21] > 1000
    assert abs(gaps[26] - 15 * (F2 / 49 - 5 * F4 / 441)) < 1e-6
    if n == 2:
        print(f"Gaps above 3F: 1D {gaps[21]:.0f}, 3P {gaps[26]:.0f}, "
              f"1G {gaps[35]:.0f} cm^-1")
    A = zeta * d_table[n - 1][3]
    print(f"d^{n}: A = {A:+.1f} cm^-1 = {A * to_meV:+.3f} meV")
    full, halved = triplet_levels(mats, zeta), triplet_levels(mats, zeta / 2)
    for J in (2, 3, 4):
        first = 0.5 * A * (J * (J + 1) - 12 - 2)
        shift, shift_half = full[J] - first, halved[J] - first / 2
        if J == 3:
            assert abs(shift) < 1e-6
        else:
            assert shift < 0 and abs(shift / shift_half - 4) < 0.3
        print(f"  J={J}: first order {first:+.1f}, full {full[J]:+.2f} cm^-1")
    print(f"  full intervals E3-E2 {full[3] - full[2]:+.2f}, "
          f"E4-E3 {full[4] - full[3]:+.2f} cm^-1")
    assert min(full, key=full.get) == (2 if n == 2 else 4)

print("OK")
```

Printed output:

```
Spin average, largest deviation: 2e-16
Hole map, largest deviation: 0e+00
Fillings tested with A defined (p, d, f): 24
Largest matrix deviation from A L.S: 9e-16 zeta
d shell, highest-spin term of largest L:
  N=1  S=0.5  L=2  A/zeta=+1.0000  lowest J=1.5
  N=2  S=1.0  L=3  A/zeta=+0.5000  lowest J=2.0
  N=3  S=1.5  L=3  A/zeta=+0.3333  lowest J=1.5
  N=4  S=2.0  L=2  A/zeta=+0.2500  lowest J=-0.0
  N=5  S=2.5  L=0  A/zeta=undefined  lowest J=2.5
  N=6  S=2.0  L=2  A/zeta=-0.2500  lowest J=4.0
  N=7  S=1.5  L=3  A/zeta=-0.3333  lowest J=4.5
  N=8  S=1.0  L=3  A/zeta=-0.5000  lowest J=4.0
  N=9  S=0.5  L=2  A/zeta=-1.0000  lowest J=2.5
d^3 doublet 2H: A/zeta = +0.2000
d^3 doublet 2G: A/zeta = +0.3000
d^3 doublet 2F: A/zeta = -0.1667
d^3 diagonal sums, M_L=5,4,3: 0.5, 1.0, 1.0 zeta
Model: F2=70000, F4=45000, zeta=200 cm^-1
Gaps above 3F: 1D 11735, 3P 13776, 1G 18163 cm^-1
d^2: A = +100.0 cm^-1 = +12.398 meV
  J=2: first order -400.0, full -407.91 cm^-1
  J=3: first order -100.0, full -100.00 cm^-1
  J=4: first order +300.0, full +297.76 cm^-1
  full intervals E3-E2 +307.91, E4-E3 +397.76 cm^-1
d^8: A = -100.0 cm^-1 = -12.398 meV
  J=2: first order +400.0, full +391.53 cm^-1
  J=3: first order +100.0, full +100.00 cm^-1
  J=4: first order -300.0, full -302.17 cm^-1
  full intervals E3-E2 -291.53, E4-E3 -402.17 cm^-1
OK
```
